# Why No Stationary Small-Slope Hole Joins an Infinite Flat Film, part 2

Can a round hole in a film on a flat, rigid substrate be stationary? The hole has radius $a$; the film has height $h(r)$ for $r\ge a$, with $h(a)=0$, and far thickness $H$. Its surface energy $\gamma$ is isotropic. The contact angle $\theta$, measured through the film, is in radians, and slopes are small. The chemical potential relative to a flat surface is $\mu=-\gamma\Omega\nabla^2h$, with $\Omega$ the volume per atom and $\nabla^2h=h''+h'/r$.

The first half used surface diffusion and imposed $h'(a)=\theta$. It found

$$\boxed{h(r)=a\theta\ln\frac ra .}$$

This has no finite limit, so no stationary hole joins an infinite flat film. Without the small-slope approximation the profile is a catenoid:

$$h=a\sin\theta\left[\operatorname{arcosh}\frac{r}{a\sin\theta}-\ln\cot\frac\theta2\right],\qquad0<\theta<\pi .$$

In a finite cell of radius $R$, with $h'(R)=0$ and $H$ the film volume divided by $\pi R^2$, the curvature $\nabla^2h=K$ is uniform:

$$K=-\frac{2a\theta}{R^2-a^2},\qquad h'=\frac{a\theta}{R^2-a^2}\left(\frac{R^2}{r}-r\right).$$

For $a\ll R$, stationary holes have $H\approx a\theta(L-3/4)$, where $L=\ln(R/a)$.

The second half uses energy, without a transport law or an imposed edge slope. Young's relation $\gamma_s-\gamma_i=\gamma\cos\theta$ links the energies of bare substrate, $\gamma_s$, and film–substrate interface, $\gamma_i$. Uncovering substrate gains about $\gamma\theta^2/2$ per area. Relative to an unbroken flat film, the energy inside any circle of radius $R>a$ is

$$F=\pi\gamma\int_a^R rh'^2\,dr-\frac{\pi\gamma a^2\theta^2}{2}.$$

For fixed $a$, $R$ and $H_R=h(R)>0$, the best profile has $rh'=C$ with $C=H_R/L$, and its slope energy is $\pi\gamma H_R^2/L$.

The example has $H=50$ nm, $a=100$ nm and $\theta=20^\circ=0.3491$ rad; in the finite cell, $H$ and $\theta$ are kept and $a$ is found from the stationary condition.

### The best radius

Now let the edge move, with $R$ and $H_R$ fixed and the profile kept at its best shape for each $a$:

$$F(a)=\pi\gamma\left[\frac{H_R^2}{\ln(R/a)}-\frac{a^2\theta^2}{2}\right].$$

Since $dL/da=-1/a$, the derivative of $1/L$ is $1/(aL^2)$, and

$$\frac{dF}{da}=\pi\gamma\left[\frac{H_R^2}{aL^2}-a\theta^2\right]=\pi\gamma a\left(s^2-\theta^2\right),\qquad s=\frac{H_R}{aL}.$$

The quantity $s=C/a$ is the slope of the film at the edge. The energy is stationary when $s=\theta$, the positive root being the relevant one. The contact angle is thus a result here, not an assumption. It follows that

$$h(R)=H_R=a\theta\ln\frac Ra .$$

The radius $R$ was arbitrary, so this is the whole profile, and it agrees with the first derivation. It also completes the argument: a hole that is stationary inside each circle has $h(R)\to\infty$ as $R\to\infty$, which contradicts $h(R)\to H$.

The energy shows what has gone wrong. Hold the height at $R$ equal to $H$ and move the circle outwards. The least slope energy, $\pi\gamma H^2/\ln(R/a)$, falls towards zero, because the rise can be spread over an ever wider rim. The term $H^2/(aL^2)$ that opposes opening vanishes with it. For any fixed $a>0$ what remains is $dF/da=-\pi\gamma a\theta^2$, which is negative, and nothing balances the gain from uncovering the substrate. This statement is about energies after the rim has relaxed. A real rim needs time to spread, so it is not a prediction that each small hole grows.

### The critical hole of a finite cell

The same reasoning explains the stationary holes found in a finite cell. The volume is now fixed and $h'(R)=0$. For a given $a$, the best profile has uniform curvature $K$, which plays the part of the Lagrange multiplier for the volume. It is the cell profile of the first half with $\theta$ replaced by an edge slope $s$. For $a\ll R$ this gives

$$H=as\left(L-\frac34\right),\qquad K\approx-\frac{2as}{R^2}.$$

Integrate the slope energy by parts. The boundary terms vanish because $h(a)=0$ and $h'(R)=0$, so

$$\int_a^R rh'^2dr=-\int_a^R h(rh')'dr=-K\int_a^R rh\,dr=-K\frac{R^2H}{2}\approx asH .$$

The last integral used the fixed volume, $2\pi\int rh\,dr=\pi R^2H$. Eliminating $s$ gives

$$F(a)\approx\pi\gamma\left[\frac{H^2}{L-3/4}-\frac{a^2\theta^2}{2}\right],\qquad
\frac{dF}{da}\approx\pi\gamma a(s^2-\theta^2).$$

At fixed $H$, the slope $s=H/[a(L-3/4)]$ decreases with $a$ as long as $a(L-3/4)$ increases, that is, for $L>7/4$ in this approximation. Below the stationary radius $s>\theta$ and the energy rises with $a$; above it $s<\theta$ and the energy falls. The small stationary hole is a maximum of the energy: a critical hole, not a place of rest that survives disturbance.

For $R=10$ µm and $H=50$ nm the critical radius is 27.9 nm, so $a\theta=27.92\times0.3491=9.75$ nm. Setting $s=\theta$ in the energy gives the barrier

$$F\approx\pi\gamma\,a\theta\left(H-\frac{a\theta}{2}\right)=\pi\gamma\times9.75\times45.1\ \text{nm}^2 .$$

With $\gamma=1$ J/m² this is about 8.6 keV. At 1000 K, $kT=0.0862$ eV, so the barrier is about $10^5$ times the thermal energy. In this model a hole of this kind doesn't arise from thermal fluctuations of a flat film; it needs a defect to start from.

This was tested by minimizing the discretized energy at fixed volume for each radius, with the edge slope left free. The energy has its maximum at 27.92 nm, the value given by the stationary condition, and the edge slope there corresponds to $20.00^\circ$.

### A restoring force cuts off the logarithm

The infinite film has no length at which the logarithm must stop. A force that pulls the surface back to $h=H$ supplies one. Add the energy $\frac12k(h-H)^2$ per area, with $k>0$, and define $\ell=\sqrt{\gamma/k}$. Zero total chemical potential now means $\gamma\nabla^2h=k(h-H)$. For the depression $u=H-h$,

$$u''+\frac{u'}{r}=\frac{u}{\ell^2},\qquad u=DK_0(r/\ell),$$

where $D$ is a constant and $K_0$ is the modified Bessel function that decays at infinity. Since $K_0'=-K_1$, the slope is $h'=-u'=(D/\ell)K_1(r/\ell)$. The edge slope fixes $D=\theta\ell/K_1(a/\ell)$, and $h(a)=0$ then gives

$$H=\theta\ell\,\frac{K_0(a/\ell)}{K_1(a/\ell)}\approx a\theta\left[\ln\frac{2\ell}{a}-0.577\right]\quad(a\ll\ell).$$

The ratio $K_0/K_1$ rises from 0 towards 1 as $a$ grows, so a stationary hole exists whenever $H<\theta\ell$. If the restoring energy is also counted over the bare area, at $h=0$, the total energy at fixed $H$ is greatest at this radius. The hole is again a critical one, not a place of rest. The length $\ell$ plays the part of the cell size.

For gravity on a horizontal film, $k=\rho g$. A density $\rho=10^4$ kg/m³ gives $\ell=3.19$ mm and a stationary radius of 11.3 nm for the 50 nm film.

Van der Waals forces have a shorter length. An interaction energy $-A/(12\pi h^2)$ per area has second derivative $-A/(2\pi h^4)$, so $\ell=\sqrt{2\pi\gamma H^4/|A|}$. For $|A|=10^{-19}$ J and $H=50$ nm this is about 20 µm. The formula neglects retardation, the finite travel time of the electromagnetic field. Across a metal film of this thickness retardation makes the force weaker and the length greater. If $A$ is negative the force is restoring and the stationary radius is about 20 nm. This is only an order of magnitude, since the force was linearized about $H$ while the film thins to zero at the edge. The full repulsive energy grows without bound as $h\to0$, so an edge with a finite contact angle also needs a short-range attraction, which is not modelled here. If $A$ is positive the force destabilizes the flat film and this solution does not apply. That is the usual sign for a metal film between vacuum and an oxide, so the radius of 20 nm is not an estimate for such a film.

### A facet can restore a stationary hole

Both derivations assume that the surface energy is smooth at the orientation of the film. Below the roughening temperature of a facet, tilting the surface away from it costs energy in proportion to the size of the slope. Take the energy per area to be $\beta|h'|+\frac12\gamma h'^2$, with $\beta>0$, and let the edge slope $\theta$ be given. Where $h'>0$, stationarity requires

$$r(\beta+\gamma h')=a(\beta+\gamma\theta)\equiv Q,\qquad h'=\frac1\gamma\left(\frac Qr-\beta\right).$$

The slope now reaches zero at a finite radius,

$$r_*=\frac Q\beta=a\left(1+\frac{\gamma\theta}{\beta}\right),$$

and the film can be flat beyond it. To see that this shape is stationary, change $h$ by a small $\eta$ that vanishes at $a$ and far away. The sloping part changes the energy by $2\pi Q\eta(r_*)$ to first order. The flat part costs

$$2\pi\beta\int_{r_*}^{\infty}r|\eta'|\,dr\ \ge\ 2\pi\beta r_*|\eta(r_*)|=2\pi Q|\eta(r_*)| .$$

The sum cannot be negative, so no small change of the profile lowers the energy to first order. Integrating the slope from $a$ to $r_*$ gives

$$H=\frac Q\gamma\ln\frac{r_*}{a}-\frac\beta\gamma(r_*-a)
=a\left[\left(\theta+\frac\beta\gamma\right)\ln\left(1+\frac{\gamma\theta}{\beta}\right)-\theta\right].$$

As $\beta\to0$ at fixed $a$, this height diverges and the earlier result returns. With $\beta=0.05$ J/m² and $\gamma=1$ J/m², the bracket is $0.3991\ln7.98-0.3491\approx0.480$. A 50 nm film then has a stationary hole of radius $50/0.480\approx104$ nm, whose rim meets the facet at about 832 nm.

This hole is again a critical one. If the gain from bare area is still $\gamma\theta^2/2$ per area, the energy at fixed $H$ has its maximum at this radius: a smaller hole tends to close and a larger one to open.

The quadratic term was chosen for simplicity. On a real stepped surface near a facet, the term after $\beta|h'|$ is usually cubic, $g|h'|^3$. With the same $\beta$ and $\theta$, values of $g$ from 0.25 to 2 J/m² give radii from about 150 nm down to 33 nm. The finite rim is common to both forms, but the figure of 104 nm belongs to the quadratic one.

### The real case

The parameters are rough values for a thin metal film on an oxide, annealed near 1000 K. The angle of $20^\circ$ was chosen to keep slopes small. A metal that wets the oxide poorly has an angle above $90^\circ$, where only the catenoid applies. At $120^\circ$ and $a=100$ nm the catenoid height at 1 µm is 319 nm, about four times the value for $20^\circ$, and the height again grows without limit as $r$ increases. If the substrate deforms elastically much as the film does, film stress $\sigma$ enters at the length $\gamma E/\sigma^2$, which is 10 µm for a modulus $E=100$ GPa and $\sigma=100$ MPa, an order of magnitude only. For a Poisson ratio of 0.35, the elastic energy released by a ripple of wavenumber $q$ equals its surface energy at $1/q\approx5.7$ µm and is already about 18 % of it at $1/q=1$ µm. The profile should then not be trusted over distances of a few micrometres or more. On the rigid substrate of the model, a film much thinner than this length can relax its stress only slightly, and this limit does not apply. The assumption of a smooth surface energy also matters: with the assumed $\beta$, a facet turns the absence of a stationary hole into an unstable stationary radius of about 104 nm, and another $\beta$ or another dependence of the energy on slope would give another radius. With the quadratic form, $\beta=0.5$ J/m² gives about 500 nm. Grain boundaries, which are also left out, were not estimated.

### What each derivation assumes

Both derivations use small slopes, a smooth isotropic surface energy, a round hole and an infinite film free of other forces. They differ in what they add.

The first adds a transport law and the edge slope $\theta$. In return it covers stationary states that carry a steady current, and shows that these cannot join a flat film either. It never needs the energies of the substrate, and it would hold for an edge slope fixed by some other cause.

The second adds Young's relation and free exchange of atoms with the flat film. It needs no transport law, so it applies equally if atoms move by another route, provided that rest means stationary energy. It doesn't address states kept steady by a current. It derives the edge slope, and it identifies the reason for the result: the cost of the rim can be diluted over an unlimited distance, while the gain from the bare area cannot.

## Values computed for the example and the checks

```
Film thickness H = 50 nm; hole radius a = 100 nm
Contact angle = 20 deg; theta = 0.3491 rad
Surface energy gamma = 1.00 J/m^2; T = 1000 K
Logarithm prefactor a*theta = 34.91 nm
Log height at r = 200 nm: 24.2 nm
Log height at r = 1000 nm: 80.4 nm
Log height at r = 10000 nm: 160.8 nm
Log height at r = 1000000 nm: 321.5 nm
Log profile reaches H at r = 418.9 nm
Slope there, the kink against a flat film = 4.77 deg
Catenoid, 20 deg, r = 1000 nm: 79.8 nm
Catenoid, 20 deg, r = 1000000 nm: 316.1 nm
Catenoid, 120 deg, r = 1000 nm: 319.3 nm
Catenoid, 120 deg, r = 1000000 nm: 917.7 nm
Log height relative to catenoid, 20 deg, r = 1000 nm: +0.73 %
Relative log error at r = 10a, theta = 0.10 rad: 5.92e-04
Relative log error at r = 10a, theta = 0.05 rad: 1.48e-04
Cell R = 1 um: critical hole radius = 79.70 nm
Cell R = 10 um: critical hole radius = 27.92 nm
Cell R = 100 um: critical hole radius = 18.22 nm
Cell R = 1000 um: critical hole radius = 13.71 nm
Energy-maximum radius, R = 10 um, direct = 27.92 nm
Edge angle found by that energy = 20.00 deg
Crown height of that critical hole = 52.44 nm
Energy barrier, R = 10 um = 8623 eV
Thermal energy kT = 0.0862 eV
Density = 10000 kg/m^3; gravity length = 3.19 mm
Stationary radius with gravity = 11.31 nm
Hamaker magnitude = 1.0e-19 J; its length = 19.8 um
Stationary radius if that force restores = 20.49 nm
Modulus = 100 GPa; film stress = 100 MPa
Stress length gamma*E/stress^2 = 10.0 um
Facet cusp energy beta = 0.05 J/m^2
Stationary radius in faceted film = 104.2 nm
Its profile meets the facet at r = 831.7 nm
```
